Negative eigenvalues in many-body dispersion: fractional ions and eigenvalue remapping, part 1

(Sections cited here and not found follow in the second part.)

Definitions and conventions

Rydberg atomic units are used: ħ = 1, energies and frequencies in Ry, lengths in bohr. The polarizability α is defined by μ = αF for a dipole μ induced by a field F in Gaussian form, so α is a volume in bohr³. Two point dipoles separated by R along the unit vector n interact with energy μ_i·T⁰·μ_j, where

T⁰ = −∇∇(1/R) = (1 − 3nn)/R³.

T⁰ is symmetric and traceless. With n along z it is diag(1, 1, −2)/R³, so dipoles lying head to tail attract.

The many-body dispersion (MBD) model replaces atom i by an isotropic three-dimensional oscillator of charge Q_i, mass M_i and frequency ω_i. A field F displaces it by Q_iF/(M_iω_i²), so α_i = Q_i²/(M_iω_i²), and at imaginary frequency iu

α_i(iu) = α_i/(1 + u²/ω_i²).

The oscillators are coupled by a damped tensor with vanishing diagonal blocks,

T_ij = f_ij T⁰_ij, T_ii = 0,
f_ij = 1/(1 + exp[−6(R_ij/(β(R_i + R_j)) − 1)]).

The radius follows the polarizability, R_i = R₀(α_i/α_i,neutral)^(1/3), where α_i,neutral belongs to the free neutral atom. The examples take β = 0.83, the standard value of the range-separated, self-consistently screened method MBD@rsSCS with the PBE functional, and R₀ = 3.7 bohr for both Na and Cl, a rounding of the tabulated Tkatchenko–Scheffler radii. Energies below are for unscreened oscillators; the static screening step of MBD@rsSCS is treated separately near the end.

In mass-weighted displacements ξ_i = √M_i r_i the dipole is μ_i = (Q_i/√M_i)ξ_i = ω_i√α_i ξ_i. For N atoms the Hamiltonian is

H = ½ Σ p² + ½ ξᵀCξ,
C_ij = ω_i² δ_ij 1 + ω_i√α_i T_ij √α_j ω_j,

with C a real symmetric 3N×3N matrix with eigenvalues λ_n. A second matrix of the same size is dimensionless:

X_ij(u) = α_i(iu)^(1/2) T_ij α_j(iu)^(1/2), with eigenvalues x_n(u).

Because T_ii = 0, Tr X(u) = Σ x_n(u) = 0, so the lowest eigenvalue x_min(u) is never positive.

The energy in two forms

If all λ_n are positive, rotation to the eigenvectors of C gives 3N independent oscillators, and the zero-point energy relative to the uncoupled atoms is

E = ½ Σ_n √λ_n − (3/2) Σ_i ω_i. (1)

Let D(u) be diagonal with entries ω_i² + u², each repeated three times. Since α_i(iu) = α_iω_i²/(ω_i² + u²), one has ω_i√α_i = (ω_i² + u²)^(1/2) α_i(iu)^(1/2). The coupling part of C is therefore D^(1/2) X D^(1/2), while the diagonal part of C + u² is D itself:

C + u² = D^(1/2) [1 + X(u)] D^(1/2). (2)

Taking determinants and dividing numerator and denominator by u^(6N),

Π_n (1 + x_n(u)) = Π_n (1 + λ_n/u²) / Π_i (1 + ω_i²/u²)³.

The integral J(a) = ∫₀^∞ ln(1 + a²/u²) du has J(0) = 0 and dJ/da = ∫₀^∞ 2a/(a² + u²) du = π, so J(a) = πa for a ≥ 0. Integrating the logarithm of the identity gives π[Σ√λ_n − 3Σω_i], and division by 2π reproduces (1):

E = (1/2π) ∫₀^∞ Σ_n ln(1 + x_n(u)) du. (3)

In ln(1 + x) = x − x²/2 + … the first-order term sums to zero. For the second, Tr X² = 2Σ_{i<j} α_i(iu)α_j(iu) f_ij² Tr(T⁰T⁰), and Tr(T⁰T⁰) = (1 + 1 + 4)/R⁶. The prefactor is (1/2π)(−½)(2)(6) = −3/π, so

E₂ = −Σ_{i<j} f_ij² C6_ij/R_ij⁶, C6_ij = (3/π) ∫₀^∞ α_i(iu)α_j(iu) du.

The partial fraction 1/[(a²+u²)(b²+u²)] = [1/(a²+u²) − 1/(b²+u²)]/(b²−a²) integrates to (π/2)(1/a − 1/b)/(b²−a²) = π/[2ab(a+b)]. Hence C6_ij = (3/2)α_iα_jω_iω_j/(ω_i+ω_j), for like atoms C6 = (3/4)α²ω, and the frequency of an oscillator is fixed by ω = 4C6/(3α²).

When an eigenvalue turns negative

At u = 0, equation (2) reads C = W[1 + X(0)]W with W = diag(ω_i) invertible. For any y, yᵀCy = (Wy)ᵀ[1 + X(0)](Wy), so W maps a subspace on which one form is negative onto a subspace of the same dimension on which the other is negative. The largest such dimension is the number of negative eigenvalues (Sylvester's law of inertia), which gives

number of λ_n < 0 = number of x_n(0) < −1. (4)

The criterion contains static polarizabilities, geometry and damping, and no frequency. Its classical meaning is direct. Dipoles μ cost ½μᵀα⁻¹μ to induce and add ½μᵀTμ of interaction. With μ = α^(1/2)y the sum is ½yᵀ[1 + X(0)]y. If x_min(0) < −1 there is a pattern of dipoles whose mutual fields release more than the pattern costs, and in a harmonic model nothing limits its growth. This is the polarization catastrophe. H is then unbounded below and has no ground state.

Zero frequency is the worst case. For u₂ > u₁, X(u₂) = S X(u₁) S with S diagonal, S_i² = (ω_i² + u₁²)/(ω_i² + u₂²) < 1. For a unit vector y and z = Sy, yᵀX(u₂)y = zᵀX(u₁)z ≥ x_min(u₁)|z|² ≥ x_min(u₁), where the last step uses x_min ≤ 0 and |z| ≤ 1. So x_min(u) rises monotonically to zero. By (2), an eigenvalue λ = −κ² makes C + u² singular at u = κ, where some x_n(κ) equals −1, and the logarithm in (3) has a negative argument on 0 < u < κ.

One may ask what the real part of (3) returns. With u = κt, the function (t−1)ln|t−1| + (t+1)ln(t+1) − 2t ln t has derivative ln|t²−1| − 2 ln t = ln|1 − 1/t²|. It vanishes at t = 0. For large t the logarithms of t cancel and the remainder (t−1)(−1/t − 1/(2t²)) + (t+1)(1/t − 1/(2t²)) + … = 2/t − 1/t + … = 1/t + … vanishes too. Therefore

∫₀^∞ ln|1 − κ²/u²| du = 0.

Using ln|1 + x| in (3) is the same as deleting the unstable modes from the first sum in (1). The discarded imaginary part is ±π over an interval of length κ, divided by 2π, which is the ±κ/2 of ½√λ.

Two atoms

For a pair, X(0) has off-diagonal blocks g·diag(1, 1, −2) with g = f√(α₁α₂)/R³. Each Cartesian direction gives a 2×2 matrix with zero diagonal and off-diagonal element c, with eigenvalues ±c. The spectrum is ±g, each twice, and ±2g, so

x_min = −2f√(α₁α₂)/R³, (5)

and the pair is unstable for g > ½. For equal frequencies λ = ω²(1 + x). Take round values ω = 1 Ry and g = 0.7. The head-to-tail mode has λ = 1 − 1.4 = −0.4 Ry² and κ = 0.6325 Ry. The other five give

Re E = ½(√2.4 + 2√1.7 + 2√0.3) − 3 = ½(1.549193 + 2.607681 + 1.095445) − 3 = −0.373840 Ry.

Adaptive quadrature of ln|det(1 + X)|/2π, split at u = κ, gives the same −0.373840 Ry. The number is real but is not an eigenvalue of H. As a function of g it contains ½ω√(1 − 2g) below the threshold and nothing above it, so its slope diverges at g = ½, and so would a force.

A cubic crystal, where damping drops out

In (5) the damping enters as a factor, and a larger β removes the instability. In a crystal whose atoms all sit at sites of cubic symmetry, it cannot remove the instability of the uniform mode. Take rock salt with nearest-neighbour distance d, volume Ω = 2d³ per formula unit, and polarizabilities α₊ and α₋. Consider dipoles along z, uniform on each sublattice, in a prism |x|,|y| ≤ W, |z| ≤ L. Seen from the central site of species a, the sum over sites of species b is

s_ab = Σ_j f(r_j)(1 − 3z_j²/r_j²)/r_j³;

the xz and yz sums vanish by reflection. Split the prism into the central cube of half-side W and two end pieces. The sites of either species in the cube map onto themselves under permutations of x, y, z, and f depends only on r, so z_j² may be replaced by r_j²/3 and the cube contributes zero for any f. In the end pieces r > W. For W much larger than d and than the damping range, f = 1 and the sum becomes an integral with density 1/Ω. Since T⁰_zz = ∂_z(z/r³), the z integral leaves ∫dx dy z/r³ on the two faces of an end piece, which is the solid angle Θ(z) of the face. The face at z = W is one of six faces of a cube, so Θ(W) = 4π/6. The two end pieces give

s = [2Θ(L) − 4π/3]/Ω = −(4π/3Ω)(1 − 3N), N = 2Θ(L)/4π.

For Θ(L), the y integral gives 2LW/[(x²+L²)ρ] with ρ² = x² + W² + L². This is the x derivative of 2 arctan[xW/(Lρ)], as follows from d/dx[xW/(Lρ)] = W(W²+L²)/(Lρ³) and 1 + x²W²/(L²ρ²) = (x²+L²)(W²+L²)/(L²ρ²). Thus Θ(L) = 4 arctan[W²/(L√(2W²+L²))]. At L = W this is 4·π/6, N = 1/3 and s = 0.

The same s holds for all four pairs of species, so the 2×2 matrix √α_a s √α_b has rank one, with eigenvalues zero and

x = −(4π/3)(1 − 3N)(α₊ + α₋)/Ω. (6)

For a site off the axis the same argument applies with a small cube around the site, because the side walls have no z component of the normal and drop out of the surface integral. In a needle with L ≫ W ≫ d almost every site therefore sees N → 0, and the uniform pattern has Rayleigh quotient −(4π/3)(α₊+α₋)/Ω. A Rayleigh quotient bounds x_min from above, so

α₊ + α₋ > 3Ω/4π (7)

is sufficient for instability. It is the zero of the Clausius–Mossotti denominator. The argument does not show that it is necessary, since it leaves open whether a mode of another wavevector crosses −1 first. For d = 5.3 bohr, a round spacing of the rough size found in solid NaCl, Ω = 297.75 bohr³ and 3Ω/4π = 71.08 bohr³. The result holds for isotropic damping of the traceless tensor when every atom sits at a site of cubic symmetry. A cubic lattice alone is not enough: at the oxygen site of a cubic perovskite, as in crystals of lower symmetry, the near shells do not cancel and f matters. When all sites are cubic and the lattice spacing is fixed, the only way out of (7) is a smaller α₊ + α₋. A smeared tensor with a positive trace, such as T_GG in the last part, is not covered by this result; its trace weakens the attraction in the uniform mode.

Reference atoms and ions

The references were computed by unrestricted Hartree–Fock in the def2-TZVPD basis. Time-dependent Hartree–Fock gives α(iu) = Σ_n F_n/(Ω_n² + u²), averaged over directions, where Ω_n² are the eigenvalues of (A−B)^(1/2)(A+B)(A−B)^(1/2) built from the usual response matrices A and B in the space of parity-changing excitations, and F_n = 2e²[dᵀ(A−B)^(1/2)Z_n]², with e² = 2, Z_n the normalized eigenvector and d the vector of matrix elements of a Cartesian coordinate between occupied and virtual spin orbitals. The integral above then gives C6 = (3/2)Σ_mn F_mF_n/[Ω_mΩ_n(Ω_m+Ω_n)]. The moment ⟨r³⟩ = ∫r³ρ d³r uses the spherically averaged density. In the order α (bohr³), C6 (Ry bohr⁶), ω (Ry), ⟨r³⟩ (bohr³):

Na: 191.6, 3977, 0.1444, 125.7
Na⁺: 0.864, 2.62, 4.685, 7.87
Cl: 14.20, 177.6, 1.174, 65.18
Cl⁻: 27.38, 482.6, 0.858, 110.5

For Na, ω = 4·3976.97/(3·191.643²) = 0.1444 Ry. Differentiating the dipole in a small finite field gives 191.59 for Na and 27.38 bohr³ for Cl⁻. Hartree–Fock overestimates α(Na), whose measured size is roughly 160 bohr³; the consequence is weighed below. Removing the 3s electron multiplies α by 0.00451 and ⟨r³⟩ by 0.0626. The digits belong to this basis. It lacks core polarization functions for Na⁺: a larger uncontracted basis gives α(Na⁺) = 0.945 bohr³, C6 = 3.04 Ry bohr⁶ and ω = 4.5 Ry, and α(Na) = 190.4 bohr³, so the ratio of polarizabilities becomes 0.0050.

Why neutral references keep the valence polarizability

The Tkatchenko–Scheffler rule partitions the density ρ with Hirshfeld weights ρ_A/ρ_pro, where ρ_A is the free neutral atom and ρ_pro = Σ_B ρ_B is the promolecule, and forms the volume ratio

v_A = ∫ r_A³ ρ_A (ρ/ρ_pro) d³r / ∫ r_A³ ρ_A d³r. (8)

It then sets α = vα_free and C6 = v²C6_free, so that ω is unchanged and R = v^(1/3)R₀. For a cation the rule fails in two separate ways.

The first failure is the proportionality itself. Suppose the anion is taken far away after the electron has moved. Around Na, ρ_pro is ρ_Na and ρ is ρ_Na⁺, so (8) gives v = 0.0626 and α = 0.0626·191.6 = 12.0 bohr³, fourteen times the ion's 0.864 (thirteen times in the larger basis). The frequency stays at 0.144 Ry, while the ion responds at 4.7 Ry. Volume scaling cannot cross a shell closure.

The second failure is the partition. Equation (8) is an average of ρ/ρ_pro with weight r³ρ_A. If the core of Na is taken equal to Na⁺, a fraction 1 − 0.0626 = 0.94 of that weight belongs to the diffuse 3s shell, several bohr out. Where the shell extends into vacuum, the transferred electron is missing, ρ/ρ_pro is small and v falls. Where it overlaps an anion, ρ/ρ_pro is of order one, and the Hirshfeld weight hands anion density to the sodium. In a neutral crystal ρ and ρ_pro hold the same charge per cell, so the average of ρ/ρ_pro with weight ρ_pro is exactly one. The weight in (8) differs, but it covers the neighbouring cells and meets no vacuum, which leads one to expect v near one; the numbers below bear this out for a model density.

The molecule NaCl at a chosen R = 4.5 bohr was computed by restricted Hartree–Fock in the same basis, with integrals on an atom-centred two-centre grid. Hirshfeld analysis gives charge q = 0.623 e, v(Na) = 0.365, v(Cl) = 1.162, hence α = 69.94 + 16.51 = 86.44 bohr³. The mean polarizability of the molecule by finite field at the same level is 26.70 bohr³. The sum is 3.2 times too large. A sum of unscreened atomic values need not equal the molecular value exactly, but the sodium term alone exceeds the whole molecule by a factor 2.6.

The molecule is stable all the same. The radii are 3.7·0.365^(1/3) = 2.644 and 3.7·1.162^(1/3) = 3.890 bohr, β times their sum is 5.423 bohr, R/5.423 − 1 = −0.170, and f = 1/(1 + e^1.021) = 0.265. Equation (5) gives x_min = −2·0.2647·33.98/91.125 = −0.197, and even f = 1 would give only −0.75. An alkali atom in an ionic compound therefore does not by itself produce a negative eigenvalue. The wrong polarizability is present in this diatomic, but one neighbour at 4.5 bohr is not enough to reach the threshold.

For clusters and the crystal the density is modelled as a superposition of spherical fractional ions, ρ = (1−q)ρ_pro + qρ_ion, with ρ_ion the sum of Na⁺ and Cl⁻ densities and q = 0.963 e, the monomer charge found in the next part. Equation (8) is linear in ρ, so

the volume ratio at any q follows from its value at q = 1. This part has shown when the harmonic dipole model becomes unstable and why neutral references make sodium far too polarizable in NaCl; it remains to evaluate the clusters and the crystal, and to see what fractional ions, eigenvalue remapping and screening do about the instability.
